\section*{Exact inversion by the hyperbolic-secant pulse: thresholds, ripple, band and truncation, part 2}

Does a hyperbolic-secant pulse invert a spin-1/2 whatever its amplitude, once that is large enough? In the frame turning at the carrier $\omega_c$, in the rotating-wave approximation and without relaxation, the drive is $\omega_1e^{i\phi}=\omega_1^{m}\,[\operatorname{sech}\beta t]^{1+i\mu}$, $\mu\ge0$. The offset from the Larmor frequency $\omega_0$ is $\Omega=\omega_0-\omega_c$. Set $\tau=\beta t$, $a=\omega_1^m/\beta$, $\delta=\Omega/\beta$, $w=a\operatorname{sech}\tau$; a dot means $d/d\tau$. The detuning from the instantaneous drive frequency is $\Delta=\dot\Phi=\delta+\mu\tanh\tau$. The spin-up and spin-down amplitudes, up to phases, obey
\begin{equation}
i\dot b_1=\tfrac{w}{2}e^{i\Phi}b_2,\qquad i\dot b_2=\tfrac{w}{2}e^{-i\Phi}b_1,\qquad
\Phi=\delta\tau-\phi=\delta\tau+\mu\ln\cosh\tau .
\label{pair}
\end{equation}
Let $z=(1+\tanh\tau)/2$, $A,B=\frac{i\mu\pm s}{2}$, $s=\sqrt{a^2-\mu^2}$, $c=\frac{1+i(\mu-\delta)}{2}$, and let $F$ be the hypergeometric series. For the untruncated pulse with $b_1(-\infty)=1$, $b_2(-\infty)=0$,
\begin{equation}
b_1=F(A,B;c;z),\qquad
b_2=-\frac{ia}{2c}\sqrt{z(1-z)}\,e^{-i\Phi}F(A+1,B+1;c+1;z),
\label{sol}
\end{equation}
\begin{equation}
b_1(\infty)=\frac{\Gamma(c)\,\Gamma(c-A-B)}{\Gamma(c-A)\,\Gamma(c-B)} .
\label{gauss}
\end{equation}
The propagator from $-\infty$ is
\begin{equation}
U(\tau)=\begin{pmatrix}b_1&-b_2^*\\ b_2&b_1^*\end{pmatrix}.
\end{equation}
The flip probability is $P=|b_2(\infty)|^2$, and initial $z$ polarization is multiplied by $M_z=1-2P$. With $D=\cosh\pi\mu+\cosh\pi\delta$,
\begin{equation}
1-P=\frac{\cosh\pi\delta+\cos\pi s}{D},\qquad
P=\frac{\cosh\pi\mu-\cos\pi s}{\cosh\pi\mu+\cosh\pi\delta}.
\label{main}
\end{equation}
For $a<\mu$, $s=i\sigma$ with $\sigma=\sqrt{\mu^2-a^2}$. $P$ rises monotonically up to $a=\sqrt{\mu^2+1}$. From the analytic threshold $a=\mu$ upward the cosine is bounded, and the ripple in $P$, peak to peak, is $2/D$, or $\operatorname{sech}^2(\pi\mu/2)$ on resonance.

On resonance and below $a=\mu$, the error $1-P=\epsilon$ is reached at
\begin{equation}
\cosh\pi\sigma_\epsilon=\epsilon(\cosh\pi\mu+1)-1,\qquad a_\epsilon=\sqrt{\mu^2-\sigma_\epsilon^2}.
\label{thr}
\end{equation}
For $\pi(\mu-|\delta|)\gg1$ and $\pi\sigma\gg1$,
\begin{equation}
1-P\simeq2e^{-\pi\mu}\cosh\pi\delta+e^{-\pi(\mu-\sigma)},\qquad
\mu-\sigma=\frac{a^2}{\mu+\sigma}=\frac{a^2}{2\mu}+\frac{a^4}{8\mu^3}+\dots
\label{split}
\end{equation}
To leading order in $a^2/\mu^2$ the second term is $e^{-\pi a^2/2\mu}$, which gives the Landau–Zener estimate $a_{\rm LZ}=\sqrt{(2\mu/\pi)\ln(1/\epsilon)}$ of $a_\epsilon$.

Q. The amplitude term in (\ref{split}) has no $\delta$ in it. A spin near the band edge meets resonance in the wing of the pulse, where the field is weak, so it ought to need more amplitude.

A. It meets a weaker field but also a slower sweep. The Landau--Zener survival probability for coupling $w$ and sweep rate $\dot\Delta$ at the crossing is $\exp(-\pi w^2/2\dot\Delta)$. At the crossing time, $\tanh\tau_0=-\delta/\mu$, one has $w^2=a^2\operatorname{sech}^2\tau_0$ and $\dot\Delta=\mu\operatorname{sech}^2\tau_0$, so $w^2/\dot\Delta=a^2/\mu$ for every $|\delta|<\mu$, in agreement with the leading term of (\ref{split}). As a survival probability this estimate needs $\pi(\mu-|\delta|)\gg1$, the condition set for (\ref{split}). Within a distance of order one from the edge, in units of $\beta$, the offset term $2e^{-\pi\mu}\cosh\pi\delta$ is no longer small, and inversion fails there for a reason that more amplitude does not cure. The explanation can fail a test, and it passes. For $a=5$, $\mu=40$ the leading exponent is 0.98175 and the correction $\pi a^4/8\mu^3$ is 0.00383. Integration gives $1-P=0.37321$ at $\delta=0$, 20 and $-30$, below the leading value 0.37466, and its logarithm matches the sum of the two terms within $10^{-4}$. Keeping the envelope but sweeping linearly, $\Delta=\delta+\mu\tau$, moves the crossing to $\tau_0=-\delta/\mu$ at fixed rate $\mu$, so the exponent acquires the factor $\operatorname{sech}^2(\delta/\mu)$. Integration then gives 0.372 at $\delta=0$ and 0.462 at $\delta=20$, each within 0.02 in probability of that local estimate.

\section{The band}

Q. I would expect a stronger pulse to broaden the band, as it does for a rectangular pulse.

A. For the untruncated pulse the shape of the profile, measured relative to its centre value, does not change. The numerator of $P$ in (\ref{main}) has no $\delta$ and the denominator has no $a$, so
\begin{equation}
\frac{P(a,\delta)}{P(a,0)}=\frac{\cosh\pi\mu+1}{\cosh\pi\mu+\cosh\pi\delta}
\end{equation}
holds for every $a$ with $P(a,0)\ne0$, above or below threshold. The amplitude sets the height of the profile and $\mu$ its shape. A band defined by a fixed absolute error $1-P\le\epsilon$ still widens while the height rises, that is for $a$ up to $\sqrt{\mu^2+1}$, and beyond that it changes only through the bounded cosine. The profile falls to the fraction $f$ at $\cosh\pi\delta_f=(\cosh\pi\mu+1)/f-\cosh\pi\mu$. For $f=1/2$ this is $\cosh\pi\delta=\cosh\pi\mu+2$, and linearizing about $\delta=\mu$ gives $\delta_{1/2}-\mu\simeq2/(\pi\sinh\pi\mu)$ for large $\mu$. The shift $\delta_{1/2}-\mu$ is $1.9\times10^{-7}$ at $\mu=5$ and 0.051 at $\mu=1$. As $\mu\to0$ the half-width tends to the root of $\cosh\pi\delta=3$ and is set by the envelope, so the rule that the band equals the sweep needs $\mu$ of order one or more. In that regime the full width is $2\mu\beta$ in angular frequency, or $\mu\beta/\pi$ in Hz. Near the edge, for large $\mu$, both hyperbolic cosines become exponentials and the profile is $[1+e^{\pi(|\delta|-\mu)}]^{-1}$. Then $\delta_f=\mu+\pi^{-1}\ln[(1-f)/f]$, and the 10--90\,\% edge has width $(2/\pi)\ln9$ in units of $\beta$, independent of $\mu$.

Q. Half height is no inversion at all, since $M_z\approx0$ there. Over what band is the error below $\epsilon$?

A. For $a\ge\mu$ the worst case is $\cos\pi s=1$. The condition $\cosh\pi\delta+1\le\epsilon(\cosh\pi\mu+\cosh\pi\delta)$ rearranges to
\begin{equation}
\cosh\pi\delta\le\cosh\pi\delta_\epsilon=\frac{\epsilon\cosh\pi\mu-1}{1-\epsilon},
\end{equation}
and for large $\mu$, $\delta_\epsilon\simeq\mu-\pi^{-1}\ln[(1-\epsilon)/\epsilon]$. For the untruncated pulse the offset error has a floor, $(\cosh\pi\delta-1)/D$, which no amplitude removes. A larger $\mu$ at fixed $\delta$ lowers it. Since $\cosh\pi\delta\le e^{\pi|\delta|}$ and $D>e^{\pi\mu}/2$, the floor is below $2e^{-\pi(\mu-|\delta|)}=2e^{-\pi(\mu\beta-|\Omega|)/\beta}$, so inside the band, at fixed sweep $\mu\beta$ and fixed $\Omega$, it tends to zero as $\beta\to0$; outside the band it tends to 1.

\section{A pulse of finite length}

Q. Real pulses stop. With the amplitude raised far enough, the cut ends are not small.

A. This limits from above the amplitudes at which a small error is guaranteed, a limit that (\ref{main}) does not contain. For a pulse applied on $|\tau|\le\tau_c$ the equations inside the window are unchanged, so the propagator is $U(\tau_c)U(-\tau_c)^\dagger$ without approximation. Multiplying the matrices, the survival amplitude is
\begin{equation}
S=b_1(\tau_c)\,b_1^*(-\tau_c)+b_2^*(\tau_c)\,b_2(-\tau_c).
\end{equation}
At the early end $z\simeq e^{-2\tau_c}$ is small and $F\to1$ in (\ref{sol}). With $\sqrt{z(1-z)}=\tfrac12\operatorname{sech}\tau_c$ and $2|c|=\sqrt{1+(\mu-\delta)^2}$ this gives $|b_2(-\tau_c)|\simeq\eta_-$. At the late end $w/2\simeq ae^{-\tau}$, $\Phi\simeq(\mu+\delta)\tau-\mu\ln2$ and $b_2$ is nearly constant, so integrating (\ref{pair}) from $\tau_c$ to $\infty$ involves $\int ae^{-[1-i(\mu+\delta)]\tau}d\tau$ and gives $|b_1(\infty)-b_1(\tau_c)|\simeq\eta_+|b_2|$. Using $e^{-\tau_c}\simeq\tfrac12\operatorname{sech}\tau_c$,
\begin{equation}
\eta_\mp=\frac{(a/2)\operatorname{sech}\tau_c}{\sqrt{1+(\mu\mp\delta)^2}},\qquad
|S|\le\eta_-+\eta_++\sqrt{1-P},
\label{cut}
\end{equation}
by the triangle inequality and $|b_{1,2}|\le1$, with $P$ from (\ref{main}). The bound holds to leading order in $\eta_\mp$. The first neglected term in $F$ has relative size $|(A+1)(B+1)/(c+1)|\,e^{-2\tau_c}$. On resonance and above $a=\mu$, demanding that the bound equal $\sqrt\epsilon$ with the worst ripple gives
\begin{equation}
a_{\max}=\big[\sqrt\epsilon-\operatorname{sech}(\pi\mu/2)\big]\sqrt{1+\mu^2}\,\cosh\tau_c .
\end{equation}
For $\mu=5$, $\tau_c=5$ and a scan of $6\le a\le40$ on resonance, the largest sampled ratio of the integrated $|S|^2$ to the squared bound is 0.9978 with steps of 0.1 in $a$ and 0.9998 with steps of 0.025, so the bound is nearly attained at some amplitudes.

\section{Numbers}

Q. Give me one case from start to finish.

A. Take round model values $\beta=1000\ \mathrm{s^{-1}}$, $\mu=5$, $\epsilon=0.01$. One unit of $a$ or $\delta$ is $\beta/2\pi=159.155$ Hz, and one unit of $a$ is a rotating field of $3.7380\ \mu$T for the proton gyromagnetic ratio. For peak nutation frequency $\nu_1=1000$ Hz and offset 500 Hz, $a=6.28319$, $\delta=3.14159$ and $s=\sqrt{6.28319^2-25}=3.80505$. Then $A,B=\pm1.90253+2.5i$, $c=0.5+0.92920i$ and $c-A-B=0.5-4.07080i$. The Gamma functions give
\begin{equation}
1-P=\frac{0.338168\times1.75421\times10^{-5}}{2.041777\times10^{-3}}=2.9054\times10^{-3},
\end{equation}
and (\ref{main}) gives
\begin{equation}
1-P=\frac{9666.84+0.82}{3.317812\times10^{6}+9666.84}=2.9054\times10^{-3},
\end{equation}
so $M_z=-0.99419$. The complex amplitude (\ref{gauss}), $0.053844+0.002501i$, matches the integrated one in all digits shown. The whole amplitude dependence is the 0.82 beside 9666.84, which explains why the ideal $M_z$ at 500 Hz reads $-0.99419$ at each tabulated $\nu_1$ from 800 to 4000 Hz.

The analytic threshold is $5\times159.155=795.8$ Hz, or $18.7\ \mu$T. Equation (\ref{thr}) gives $\sigma_\epsilon=3.53412$ and $a_\epsilon=\sqrt{25-3.53412^2}=3.53695$, which is 562.9 Hz or $13.2\ \mu$T. The Landau--Zener estimate, 3.82867 or 609.4 Hz, is 8\,\% above $a_\epsilon$, as expected when $a/\mu$ is not small. On resonance the ideal error falls from 0.314 at 300 Hz to 0.0306 at 500 Hz and $2.9\times10^{-7}$ at 800 Hz. The width at half height is 1591.5 Hz, the edge runs from $\delta=4.30060$ to 5.69940 and spans 222.6 Hz, and the band with error below 1\,\% for all $a\ge\mu$ has $\delta_\epsilon=3.53732$ and full width 1126 Hz.

Q. Three of those numbers are 3.53 and something. Is that a hidden identity?

A. In part. For large $\mu$, $\sigma_\epsilon\simeq\mu-\pi^{-1}\ln(1/\epsilon)$ from (\ref{thr}), which differs from the estimate of $\delta_\epsilon$ by $\pi^{-1}|\ln(1-\epsilon)|$, so these two are close for small $\epsilon$. The closeness of $a_\epsilon$ is an accident of the chosen values: $a_\epsilon^2+\sigma_\epsilon^2=\mu^2$, and here $\sigma_\epsilon$ happens to lie near $\mu/\sqrt2$.

Q. And the pulse cut to 10 ms?

A. There $\tau_c=5$ and $\operatorname{sech}\tau_c=0.013475$. With $\operatorname{sech}(\pi\mu/2)=\sqrt{6.0281\times10^{-7}}$, the leading-order bound keeps the on-resonance error at or below $\epsilon$ from $a=\mu$ up to $a_{\max}=37.5$, about 5980 Hz or $140\ \mu$T, a factor 7.5 above $a=\mu$. Beyond $a_{\max}$ the bound no longer guarantees this, though the error need not exceed $\epsilon$ at once. On resonance the errors at 800, 1000, 2000 and 4000 Hz are $1.8\times10^{-4}$, $7.4\times10^{-5}$, $3.7\times10^{-4}$ and $4.2\times10^{-3}$. Each is more than a hundred times the ripple of $6.0\times10^{-7}$, so at these amplitudes the cut and not the ripple sets the error. At 4000 Hz, $\eta_-+\eta_+=25.1327\times0.013475/\sqrt{26}=0.0664$, and adding $\sqrt{1.81\times10^{-7}}$ and squaring gives the bound $4.5\times10^{-3}$, slightly above the value.

Q. The table shows the cut pulse doing better than the ideal one at 2000 Hz and offset 500 Hz, $-0.99918$ against $-0.99419$. Is that an error?

A. No. $S$ is a sum of three complex contributions, and (\ref{cut}) limits their sum from above without fixing it. Here $(a/2)\operatorname{sech}\tau_c=12.5664\times0.013475/2=0.0847$, so $\eta_-=0.0847/\sqrt{1+1.858^2}=0.040$ and $\eta_+=0.0847/\sqrt{1+8.142^2}=0.010$, while $\sqrt{1-P}=0.054$. To leading order $|S|$ can lie between $0.0539-0.0504=0.0035$ and $0.104$, depending on the relative phases. The tabulated $M_z$ corresponds to $|S|=\sqrt{(1-0.99918)/2}=0.020$, inside that range, which means partial cancellation. At 800, 1000 and 4000 Hz the cut pulse is worse than the ideal one, so the gain depends on the amplitude and does not hold over the whole plateau; these few amplitudes do not show how wide the range is in which it holds. The term $\eta_-$ grows as $\delta$ approaches $\mu$, and $\eta_+$ does so at the opposite edge, while the other term shrinks. The sum $\eta_-+\eta_+$ is proportional to $1+1/\sqrt{1+4\mu^2}$ at $|\delta|=\mu$ and to $2/\sqrt{1+\mu^2}$ at $\delta=0$, which are 1.10 and 0.39 for $\mu=5$; for $\mu\ge1$ the truncation terms of the bound are larger at the band edges than at the centre.

\section*{Computed values}
\begin{verbatim}
beta = 1000 1/s, mu = 5, duration = 10 ms, tau_c = 5, eps = 0.01
beta/2pi = 159.155 Hz; proton B1 per unit a = 3.7380 uT; sech(tau_c) = 0.013475
cosh(pi mu) = 3.317812e+06
nu1 = 1000 Hz, offset = 500 Hz: a = 6.28319, d = 3.14159, s = 3.80505
A = 1.90253+2.50000j, B = -1.90253+2.50000j
c = 0.50000+0.92920j, c-A-B = 0.50000-4.07080j
|G(c)|^2 = 3.381682e-01, |G(c-A-B)|^2 = 1.754210e-05
|G(c-A)G(c-B)|^2 = 2.041777e-03
cosh(pi d) = 9666.8446, cos(pi s) = 0.81824
b1(inf): Gauss 0.053844+0.002501j, integrated 0.053844+0.002501j
1-P = 2.905402e-03, Mz = -0.994189
analytic threshold a = mu: nu1 = 795.77 Hz = 18.69 uT
eps threshold: sigma = 3.53412, a = 3.53695, nu1 = 562.92 Hz = 13.22 uT
Landau-Zener estimate of it: a = 3.82867, nu1 = 609.35 Hz
ripple on resonance: mu=5 6.0281e-07 (integrated 6.0281e-07); mu=2 7.4420e-03; mu=1 0.1588
half-height d - mu: mu=5 1.919e-07; mu=1 0.05083
full width at half height = 1591.55 Hz; mu*beta/pi = 1591.55 Hz
d90 = 4.30060, d10 = 5.69940, 10-90 edge = 1.39880 = 222.63 Hz
eps band: d = 3.53732, full width = 1125.96 Hz
truncation upper limit: a = 37.546, nu1 = 5976 Hz = 140.3 uT
a_max/a_eps = 10.62; largest ratio scan/bound on resonance = 0.9978
nu1/Hz, a, 1-P ideal and cut (0 Hz), Mz ideal and cut (500 Hz)
   300   1.8850 3.1381e-01 3.0994e-01  -0.36840  -0.36438
   500   3.1416 3.0567e-02 2.9821e-02  -0.93323  -0.93108
   800   5.0265 2.8632e-07 1.8345e-04  -0.99419  -0.99123
  1000   6.2832 5.4802e-07 7.3731e-05  -0.99419  -0.99144
  2000  12.5664 3.2865e-07 3.7353e-04  -0.99419  -0.99918
  4000  25.1327 1.8139e-07 4.1788e-03  -0.99419  -0.99165
LZ test a = 5, mu = 40: exponent 0.98175, correction 0.00383, exp(-exponent) 0.37466
tanh sweep 1-P at d = 0, 20, -30: 0.37321, 0.37321, 0.37321
linear sweep 1-P at d = 0, 20: 0.37199, 0.46221
grid of 144 cases: max |P integrated - P formula| = 3.5e-10
\end{verbatim}
